# Pressure derivative of the bulk modulus from third-order elastic constants: test program

```python
"""Pressure derivative of the bulk modulus of an unstressed cubic crystal.

Result under test:
    B' = dB/dP = -(C111 + 6 C112 + 2 C123) / (3 C11 + 6 C12)
C_ij and C_ijk are second and third derivatives of energy per reference
volume with respect to Lagrangian strain eta = (stretch**2 - 1)/2.
K = C11 + 2 C12 and S = C111 + 6 C112 + 2 C123.
P is pressure, positive in compression; B is the bulk modulus.
The test crystal is fcc silver in the Sutton-Chen potential, rough inputs.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq

LATTICE_NM = 0.41
COHESIVE_EV = 2.9
MASS_U = 108.0
REPULSIVE_POWER = 12
DENSITY_POWER = 6
CUTOFF = 4                    # in lattice constants
TEMPERATURE = 300.0           # K
ATOM_VOLUME = LATTICE_NM**3 / 4
GPA_PER_EV_NM3 = constants.e * 1e27 / 1e9
BOLTZMANN_EV = constants.k / constants.e


def build_crystal(cutoff):
    """Fix both amplitudes by zero pressure and the cohesive energy."""
    span = range(-2 * cutoff, 2 * cutoff + 1)
    points = [p for p in itertools.product(span, repeat=3)
              if sum(p) % 2 == 0 and 0 < sum(q*q for q in p) <= 4*cutoff**2]
    sites = np.array(points, dtype=float) / 2
    r2 = (sites**2).sum(axis=1)
    pair_sum = np.sum(r2**(-REPULSIVE_POWER / 2))
    density = np.sum(r2**(-DENSITY_POWER / 2))
    binding = REPULSIVE_POWER*pair_sum / (DENSITY_POWER*np.sqrt(density))
    scale = COHESIVE_EV / (binding*np.sqrt(density) - pair_sum/2)

    def energy(stretches):
        d2 = ((sites * stretches)**2).sum(axis=1)
        repulsion = 0.5 * np.sum(d2**(-REPULSIVE_POWER / 2))
        attraction = np.sqrt(np.sum(d2**(-DENSITY_POWER / 2)))
        return scale * (repulsion - binding*attraction)

    return sites, binding, scale, energy


def nested_difference(function, x, axes, h):
    if not axes:
        return function(x)
    step = np.zeros_like(x)
    step[axes[0]] = h
    upper = nested_difference(function, x + step, axes[1:], h)
    lower = nested_difference(function, x - step, axes[1:], h)
    return (upper - lower) / (2*h)


def derivative(function, x, axes, h=0.004):
    x = np.array(x, dtype=float)
    coarse = nested_difference(function, x, axes, h)
    fine = nested_difference(function, x, axes, h/2)
    return (4*fine - coarse) / 3


def elastic_constants(energy, reference=1.0, lagrangian=True):
    """Derivatives per volume of the chosen reference state, in GPa."""
    def energy_density(strain):
        stretch = np.sqrt(1 + 2*strain) if lagrangian else 1 + strain
        volume = ATOM_VOLUME * reference**3
        return energy(reference*stretch) / volume * GPA_PER_EV_NM3

    labels = {"stress": (0,), "C11": (0, 0), "C12": (0, 1),
              "C111": (0, 0, 0), "C112": (0, 0, 1), "C123": (0, 1, 2)}
    return {name: derivative(energy_density, np.zeros(3), axes)
            for name, axes in labels.items()}


def combinations(c):
    return c["C11"] + 2*c["C12"], c["C111"] + 6*c["C112"] + 2*c["C123"]


sites, binding, scale, energy = build_crystal(CUTOFF)


def cold_density(x):
    """Static energy per zero-pressure static volume; x[0] is V/V0."""
    return energy(np.full(3, x[0]**(1/3))) / ATOM_VOLUME * GPA_PER_EV_NM3


def pressure(function, v):
    return -derivative(function, [v], (0,))


def bulk_modulus(function, v):
    return v * derivative(function, [v], (0, 0))


def pressure_slope(modulus, function, v, dv=5e-4):
    change_b = modulus(v - dv) - modulus(v + dv)
    change_p = pressure(function, v - dv) - pressure(function, v + dv)
    return change_b / change_p


# Static crystal: elastic constants against the direct equation of state.
c = elastic_constants(energy)
K, S = combinations(c)
formula_slope = -S / (3*K)
direct_b = bulk_modulus(cold_density, 1.0)
direct_slope = pressure_slope(
    lambda v: bulk_modulus(cold_density, v), cold_density, 1.0)
power_slope = (REPULSIVE_POWER + DENSITY_POWER/2 + 6) / 3
assert abs(c["stress"]) < 1e-4
assert abs(K/3 - direct_b) < 1e-4 * direct_b
assert abs(formula_slope - direct_slope) < 1e-3
assert abs(power_slope - direct_slope) < 1e-3


# A correct cubic expansion leaves a remainder proportional to eta**4.
def remainder(eta):
    stretch = np.sqrt(1 + 2*eta)
    change = cold_density([stretch**3]) - cold_density([1.0])
    return change - 1.5*K*eta**2 - 0.5*S*eta**3


remainder_ratio = remainder(0.01) / remainder(0.005)
assert 15 < remainder_ratio < 17.5

# Symbolic result from definitions, with reference pressure and quartic term.
s, ks, ss, qs, p0 = sp.symbols("s K S Q P0", positive=True)
eta_s = (s**2 - 1) / 2
phi_s = (-3*p0*eta_s + sp.Rational(3, 2)*ks*eta_s**2
         + ss*eta_s**3/2 + qs*eta_s**4)
p_s = -sp.diff(phi_s, s) / (3*s**2)
b_s = -s * sp.diff(p_s, s) / 3
slope_s = (sp.diff(b_s, s) / sp.diff(p_s, s)).subs(s, 1)
assert sp.simplify(b_s.subs(s, 1) - (ks + p0)/3) == 0
assert sp.simplify(slope_s - (p0 - ss)/(3*(ks + p0))) == 0
assert sp.simplify(slope_s.subs(p0, 0) + ss/(3*ks)) == 0

# Linear-strain derivatives inserted in the Lagrangian formula.
linear_K, linear_S = combinations(elastic_constants(energy, lagrangian=False))
linear_slope = -linear_S / (3*linear_K)
assert abs(linear_S - (S + 3*K)) < 1e-4 * abs(S)
assert abs(linear_slope - (direct_slope - 1)) < 1e-3

# A compressed reference state.
compressed = 0.98
compressed_v = compressed**3
Kp, Sp = combinations(elastic_constants(energy, compressed))
ref_pressure = pressure(cold_density, compressed_v)
stressed_b = bulk_modulus(cold_density, compressed_v)
stressed_direct = pressure_slope(
    lambda v: bulk_modulus(cold_density, v), cold_density, compressed_v)
stressed_formula = (ref_pressure - Sp) / (3*(Kp + ref_pressure))
stressed_naive = -Sp / (3*Kp)
assert abs(stressed_b - (Kp + ref_pressure)/3) < 1e-4 * stressed_b
assert abs(stressed_direct - stressed_formula) < 1e-3
assert abs(stressed_direct - stressed_naive) > 0.05


# Einstein vibration: move one atom while all its neighbours stay fixed.
def site_curvatures(stretch, displacement=0.002):
    old = sites * stretch
    old_density = (old**2).sum(axis=1)**(-DENSITY_POWER / 2)
    total_density = old_density.sum()

    def parts(shift):
        r2 = ((old - np.array([shift, 0, 0]))**2).sum(axis=1)
        new_density = r2**(-DENSITY_POWER / 2)
        neighbours = np.sqrt(total_density - old_density + new_density)
        return np.array([np.sum(r2**(-REPULSIVE_POWER / 2)),
                         np.sqrt(new_density.sum()) + neighbours.sum()])

    return (parts(displacement) - 2*parts(0.0)
            + parts(-displacement)) / displacement**2


pair_curvature, band_curvature = site_curvatures(1.0)


def spring_constant(v):
    """Site curvature in eV per squared zero-pressure lattice constant."""
    stretch = v**(1/3)
    pair = pair_curvature * stretch**(-REPULSIVE_POWER - 2)
    band = band_curvature * stretch**(-DENSITY_POWER/2 - 2)
    return scale * (pair - binding*band)


test_parts = site_curvatures(1.01)
test_spring = scale * (test_parts[0] - binding*test_parts[1])
assert abs(test_spring/spring_constant(1.01**3) - 1) < 1e-3


def einstein_temperature(v):
    spring_si = spring_constant(v) * constants.e / (LATTICE_NM*1e-9)**2
    frequency = np.sqrt(spring_si / (MASS_U * constants.atomic_mass))
    return constants.hbar * frequency / constants.k


def free_density(temperature):
    def function(x):
        ratio = einstein_temperature(x[0]) / temperature
        vibration = 3*BOLTZMANN_EV*temperature*np.log(2*np.sinh(ratio/2))
        return cold_density(x) + vibration/ATOM_VOLUME*GPA_PER_EV_NM3
    return function


hot_density = free_density(TEMPERATURE)


def adiabatic_modulus(v, dv=0.001):
    """Entropy is fixed when Einstein temperature over T is fixed."""
    def isentropic_pressure(volume):
        ratio = einstein_temperature(volume) / einstein_temperature(v)
        return pressure(free_density(TEMPERATURE*ratio), volume)
    return -v * (isentropic_pressure(v + dv)
                 - isentropic_pressure(v - dv)) / (2*dv)


hot_v = brentq(lambda v: pressure(hot_density, v), 1.0, 1.06)
hot_b = bulk_modulus(hot_density, hot_v)
hot_slope = pressure_slope(
    lambda v: bulk_modulus(hot_density, v), hot_density, hot_v)
adiabatic_b = adiabatic_modulus(hot_v)
mixed_slope = pressure_slope(adiabatic_modulus, hot_density, hot_v)
assert adiabatic_b > hot_b > 0

# Finite-pressure curvature and lattice-sum cutoff.
finite_pressure = []
for target in (1.0, 10.0):
    volume = brentq(lambda v: pressure(cold_density, v) - target, 0.85, 1.0)
    finite_pressure.append((target, direct_b + direct_slope*target,
                            bulk_modulus(cold_density, volume)))
wide_c = elastic_constants(build_crystal(6)[3])
cutoff_change = 100 * (wide_c["C111"]/c["C111"] - 1)
assert abs(cutoff_change) < 2

# Rough silicon inputs in GPa, with half a unit in the last kept figure.
silicon = {"C11": (170, 5), "C12": (64, 0.5), "C111": (-830, 5),
           "C112": (-450, 5), "C123": (-64, 0.5)}


def slope_from_values(values):
    k_value, s_value = combinations(dict(zip(silicon, values)))
    return -s_value / (3*k_value)


silicon_slope = slope_from_values([entry[0] for entry in silicon.values()])
corners = itertools.product(*[(x - w, x + w) for x, w in silicon.values()])
silicon_range = [slope_from_values(values) for values in corners]
assert min(silicon_range) < 4.2 < max(silicon_range)

print("SILVER MODEL: Sutton-Chen potential, rough inputs")
print(f"Lattice constant: {LATTICE_NM:.2f} nm")
print(f"Cohesive energy: {COHESIVE_EV:.1f} eV per atom")
print(f"Atomic mass: {MASS_U:.0f} u")
print(f"Exponents: {REPULSIVE_POWER} and {DENSITY_POWER}")
print(f"Cutoff: {CUTOFF} lattice constants")
print(f"Atomic volume: {ATOM_VOLUME:.5f} nm^3")
print(f"Energy amplitude: {scale*1000:.4f} meV")
print(f"Binding amplitude: {binding:.3f} (dimensionless)")
for name in ("C11", "C12", "C111", "C112", "C123"):
    print(f"{name}: {c[name]:.2f} GPa")
print(f"K = C11 + 2 C12: {K:.2f} GPa")
print(f"S = C111 + 6 C112 + 2 C123: {S:.2f} GPa")
print(f"B from elastic constants: {K/3:.3f} GPa")
print(f"B from energy against volume: {direct_b:.3f} GPa")
print(f"B' from elastic constants: {formula_slope:.5f}")
print(f"B' from pressure and modulus: {direct_slope:.5f}")
print(f"B' from power-law scaling: {power_slope:.5f}")
print(f"Remainder ratio on halving strain: {remainder_ratio:.2f}")
print(f"Formula with linear-strain constants: {linear_slope:.5f}")
print("COMPRESSED REFERENCE")
print(f"Linear stretch: {compressed:.2f}")
print(f"Reference pressure: {ref_pressure:.3f} GPa")
print(f"K at this state: {Kp:.2f} GPa")
print(f"S at this state: {Sp:.2f} GPa")
print(f"B, direct: {stressed_b:.3f} GPa")
print(f"B', direct: {stressed_direct:.4f}")
print(f"B', stressed-state formula: {stressed_formula:.4f}")
print(f"B', unstressed formula misused: {stressed_naive:.4f}")
print("NEGLECTED EFFECTS IN THE SILVER MODEL")
print(f"Temperature: {TEMPERATURE:.0f} K")
print(f"Einstein temperature: {einstein_temperature(hot_v):.1f} K")
print(f"Volume increase from static crystal: {100*(hot_v-1):.2f} %")
print(f"Isothermal B: {hot_b:.2f} GPa")
print(f"Adiabatic B: {adiabatic_b:.2f} GPa")
print(f"Isothermal B': {hot_slope:.3f}")
print(f"Isothermal slope of adiabatic B: {mixed_slope:.3f}")
for target, linear_b, actual_b in finite_pressure:
    print(f"B at {target:.0f} GPa, linear estimate: {linear_b:.2f} GPa")
    print(f"B at {target:.0f} GPa, model: {actual_b:.2f} GPa")
print(f"C111 change, cutoff 4 to 6: {cutoff_change:.3f} %")
print("SILICON: rough two-figure inputs")
for name, (value, half_width) in silicon.items():
    print(f"{name}: {value} +/- {half_width} GPa (rounding)")
print(f"B' from central values: {silicon_slope:.2f}")
print(f"Lowest B' within rounding: {min(silicon_range):.2f}")
print(f"Highest B' within rounding: {max(silicon_range):.2f}")
print("verified")
```

Running it gives:

```
SILVER MODEL: Sutton-Chen potential, rough inputs
Lattice constant: 0.41 nm
Cohesive energy: 2.9 eV per atom
Atomic mass: 108 u
Exponents: 12 and 6
Cutoff: 4 lattice constants
Atomic volume: 0.01723 nm^3
Energy amplitude: 2.4900 meV
Binding amplitude: 144.576 (dimensionless)
C11: 136.60 GPa
C12: 93.50 GPa
C111: -1543.32 GPa
C112: -847.85 GPa
C123: -82.51 GPa
K = C11 + 2 C12: 323.59 GPa
S = C111 + 6 C112 + 2 C123: -6795.44 GPa
B from elastic constants: 107.864 GPa
B from energy against volume: 107.864 GPa
B' from elastic constants: 7.00000
B' from pressure and modulus: 7.00000
B' from power-law scaling: 7.00000
Remainder ratio on halving strain: 15.68
Formula with linear-strain constants: 6.00000
COMPRESSED REFERENCE
Linear stretch: 0.98
Reference pressure: 8.093 GPa
K at this state: 478.60 GPa
S at this state: -9484.08 GPa
B, direct: 162.231 GPa
B', direct: 6.5011
B', stressed-state formula: 6.5011
B', unstressed formula misused: 6.6054
NEGLECTED EFFECTS IN THE SILVER MODEL
Temperature: 300 K
Einstein temperature: 163.1 K
Volume increase from static crystal: 2.56 %
Isothermal B: 88.72 GPa
Adiabatic B: 96.94 GPa
Isothermal B': 7.700
Isothermal slope of adiabatic B: 7.459
B at 1 GPa, linear estimate: 114.86 GPa
B at 1 GPa, model: 114.82 GPa
B at 10 GPa, linear estimate: 177.86 GPa
B at 10 GPa, model: 174.55 GPa
C111 change, cutoff 4 to 6: -0.032 %
SILICON: rough two-figure inputs
C11: 170 +/- 5 GPa (rounding)
C12: 64 +/- 0.5 GPa (rounding)
C111: -830 +/- 5 GPa (rounding)
C112: -450 +/- 5 GPa (rounding)
C123: -64 +/- 0.5 GPa (rounding)
B' from central values: 4.09
Lowest B' within rounding: 3.97
Highest B' within rounding: 4.22
verified
```
